Relativistic Local Exchange: Longitudinal and Transverse Parts of the MacDonald-Vosko Factor, part 2

In a uniform, unpolarised, current-free electron gas at zero temperature the exchange energy per volume is ε = ε_NR Φ, with ε_NR = −e²k⁴/(4π³). The total Φ is known; its Coulomb-gauge parts Φ_L (Coulomb) and Φ_T (retarded transverse) are sought. Units are ħ = c = m = 1; β = k is the Fermi momentum and n = k³/(3π²).

Primes mark p'; q is the vector p − p', E = √(1 + p²), Q² = q² − ω², and d³p d³p' = 8π²p²p'² dp dp' dx with x the cosine between p and p'. The Hamiltonian h = α·p + γ⁰ has positive-energy spinors u with projector Λ = (E + h)/(2E). The unit vectors t_λ are perpendicular to q, and C = 2πe²/(2π)⁶.

Φ_L = ∫∫ d³p d³p' [(E+E')² − q²]/(2EE'q²) / (8π²β⁴),  (6)
ε_T = −C ∫∫ d³p d³p' S_T/[q(ω − q)],  ω = E − E',  S_T = Σ_λ Σ_ss' |u'† α·t_λ u|².  (9)
u'† α·q u = u'†(h − h')u = ω u'†u.  (13)
Φ = ∫∫ d³p d³p' [2/Q² − 1]/(EE') / (8π²β⁴),  (14)

(9) is the blocked-emission sum, (13) the continuity equation, (14) the Feynman-gauge form. With ω = 0 in its denominator, (9) gives the Breit factor (Gaunt: all three α components).

With p' = sinh b, β = sinh θ, η = √(1 + β²) = cosh θ, B = βη − θ, y = (θ+b)/2 and z = (θ−b)/2,

∫ d³p/E = 4π∫₀^θ sinh²a da = 2πB.  (16)
Φ = 1 − (3/2)[(βη − arcsinh β)/β²]².  (18)

For symmetric f and ℓ = ln|(p+p')/(p−p')|,

d/dk ∫₀ᵏ∫₀ᵏ f dp dp' = d/dk 2∫₀ᵏ dp ∫₀ᵖ dp' f = 2∫₀ᵏ f(k,p') dp'.  (2)
∂ℓ/∂p' = 2k/(k² − p'²),  (3)

∫dx/q² = ℓ/(pp') and ∫₀ᵏ∫₀ᵏ pp'ℓ = k⁴/2.

At small β, η = 1 + β²/2 − β⁴/8, θ = β − β³/6 + 3β⁵/40, B² = 4β⁶/9 − 4β⁸/15, Φ_L ≈ 1 − β²/9, Φ_T ≈ −5β²/9, Φ = 1 − 2β²/3 + 2β⁴/5. Always 0 ≤ Φ_L ≤ 1.

### Entry 8. The longitudinal part

Split the kernel of (6) using (E+E')²/(2EE') = 1 + (E² + E'²)/(2EE'):

[(E+E')² − q²]/(2EE'q²) = 1/q² + (E² + E'²)/(2EE'q²) − 1/(2EE').

The first term integrates to 8π²·β⁴/2 and the last, by (16), to −2π²B². Hence

Φ_L = 1/2 + M/β⁴ − B²/(4β⁴),  M = ∫₀^β∫₀^β pp'ℓ (E² + E'²)/(2EE') dp dp'.  (19)

By (2), with E = η at p = β,

dM/dβ = (β/η) ∫₀^β (p'/E')(η² + E'²) ℓ(β,p') dp'.

Since p'dp'/E' = dE', the antiderivative is η²E' + E'³/3 plus a constant. The choice that vanishes at E' = η is

F = E'³/3 + η²E' − 4η³/3 = (E' − η)(E'² + ηE' + 4η²)/3,

as multiplying out confirms: the E'²η terms cancel and the E'η² terms add to 4 − 1 = 3. In (3), β² − p'² = η² − E'² = (η − E')(η + E'). The boundary terms vanish as before, and

−∫₀^β F ∂ℓ/∂p' dp' = (2β/3)∫₀^β (E'² + ηE' + 4η²)/(η + E') dp' = (2β/3)∫₀^β [E' + 4η²/(η + E')] dp',

because E'² + ηE' = E'(η + E'). Two integrals are left. The first is ∫₀^θ cosh²b db = (βη + θ)/2. The second is

∫₀^θ cosh b/(η + cosh b) db = θ − η∫₀^θ db/(η + cosh b).

The function ln[cosh((θ+b)/2)/cosh((θ−b)/2)] has b-derivative (1/2)[tanh y + tanh z] = sinh θ/(2 cosh y cosh z) = sinh θ/(cosh θ + cosh b), with y and z as in Entry 7. It is zero at b = 0 and ln η at b = θ, so ∫₀^θ db/(η + cosh b) = (ln η)/β. Collecting,

dM/dβ = (2β²/3η)[(βη + θ)/2 + 4η²θ − 4η³ (ln η)/β]
= β³/3 + β²θ/(3η) + (8/3)β²ηθ − (8/3)βη² ln η.  (20)

To integrate, combine the θ terms over the denominator η, using η² = 1 + β²: they equal (β²θ/η)(3 + 8β²/3). With dη/dβ = β/η and dθ/dβ = 1/η, so that dB/dβ = 2β²/η, three derivatives supply the needed forms:

d(η⁴ ln η)/dβ = 4βη² ln η + βη²,
d(ηβ³θ)/dβ = (β²θ/η)(4β² + 3) + β³,
d(B²)/dβ = 4β³ − 4β²θ/η.

The logarithm fixes the first coefficient at −2/3. The β² inside the θ bracket fixes the second at 2/3. That supplies 2 of the constant 3, and the remaining 1 fixes the third at −1/4. These three terms bring the polynomial −(2/3)(β + β³) + (2/3)β³ − β³ = −2β/3 − β³, whereas (20) has β³/3, so 2β/3 + 4β³/3 must be added, the derivative of β²/3 + β⁴/3. Every term vanishes at β = 0, and

M = β⁴/3 + β²/3 + (2/3)ηβ³θ − (2/3)η⁴ ln η − B²/4.

Insertion in (19), and subtraction from (18), give

Φ_L = 5/6 + 1/(3β²) + 2ηθ/(3β) − 2η⁴ ln η/(3β⁴) − B²/(2β⁴),  (21)
Φ_T = 1/6 − 1/(3β²) − 2ηθ/(3β) + 2η⁴ ln η/(3β⁴) − B²/β⁴.  (22)

The three middle terms, one of them containing ln η, cancel in the sum. They belong to the Coulomb-gauge split and not to the gauge-independent total.

Test at small β. The 1/β² poles must cancel. Let D = β²/3 + (2/3)β³ηθ − (2/3)η⁴ ln η. The series of Entry 7 give ηθ = β + β³/3 − 2β⁵/15, where −2/15 = 3/40 − 1/12 − 1/8. With ln η = (1/2)ln(1 + β²) = β²/2 − β⁴/4 + β⁶/6 − β⁸/8 and η⁴ = 1 + 2β² + β⁴,

η⁴ ln η = β²/2 + 3β⁴/4 + β⁶/6 − β⁸/24,
D = (2/3 − 1/2)β⁴ + (2/9 − 1/9)β⁶ + (−4/45 + 1/36)β⁸ = β⁴/6 + β⁶/9 − 11β⁸/180.

Then Φ_L = 5/6 + (D − B²/2)/β⁴ and Φ_T = 1/6 − (D + B²)/β⁴ give

Φ_L = 1 − β²/9 + 13β⁴/180 − …,  Φ_T = −5β²/9 + 59β⁴/180 − ….

The β² terms are those of Part one, and the β⁴ terms add to 72/180 = 2/5. Because terms of size 1/β² in (21) and (22) cancel down to Φ_L − 1 and Φ_T, which are of order β² and so four powers of β smaller, these forms lose digits in floating point at small β, and the series replaces them there.

Test at large β. Now θ → ln 2β, ln η → ln β, and η/β → 1, so D/β⁴ → (2/3)ln 2 with corrections of order (ln β)/β²:

Φ_L → 1/3 + (2/3)ln 2,  Φ_T → −5/6 − (2/3)ln 2.

At β = 10⁶ the closed forms give 0.795431 and −1.295431, with sum −0.500000. The limit of Φ_L lies between 0 and 1, as Entry 3 requires, so the sign change of Φ is due to the transverse part.

### Entry 9. Test against the definitions

The closed forms were compared with a quadrature that uses none of the traces or angular integrals. The variables are q and P = (p + p')/2, a change with unit Jacobian. With q along z, the measure is 4πq² dq · π d(P⊥²) dP_z, whose q² removes the singularity, and the region is P⊥² + (|P_z| + q/2)² ≤ k². Spinors come from diagonalising h at each point, and the transverse part uses the unsymmetrised denominator q(ω − q) of the blocked-emission sum. The Feynman-gauge kernel was integrated separately and compared with (18). Over six values of β from 0.05 to 4 the largest absolute deviation in any factor is 3.0×10⁻¹⁰. Some entries of the numerical output:

β = 0.5: Φ_L = 0.976056, Φ_T = −0.121344, Φ = 0.854713
β = 1: Φ_L = 0.931478, Φ_T = −0.357356, Φ = 0.574122
β = 2: Φ_L = 0.867821, Φ_T = −0.727679, Φ = 0.140142
β = 4: Φ_L = 0.822605, Φ_T = −1.037218, Φ = −0.214614

Φ vanishes where B/β² = √(2/3), found numerically at β = 2.53324; the quadrature of Φ_L + Φ_T was tested to vanish there as well. In atomic units k = βc with c = 137.036, so β = 1 is n = c³/(3π²) = 8.691×10⁴ bohr⁻³, or r_s = 0.0140 bohr, and the zero is at 2.53324³ × 8.691×10⁴ = 1.413×10⁶ bohr⁻³.

### Entry 10. The local potential

A local functional ∫ε(n(r))d³r has the potential v_x = dε/dn. With ε = −(e²/4π³)(β⁴ − 3B²/2), dB/dβ = 2β²/η and dn/dβ = β²/π²,

dε/dβ = −(e²/4π³)(4β³ − 6Bβ²/η),
v_x = −(e²k/π)[1 − 3B/(2βη)] = −(e²k/π)[−1/2 + 3θ/(2βη)].  (23)

The bracket is not Φ. It equals Φ + (β/4)dΦ/dβ, from differentiating β⁴Φ and dividing by 4β³. At small β this is 1 − (2/3 + 1/3)β² = 1 − β²; the value at β = 0.1 is 0.990079. At large β it tends to −1/2. It vanishes at β = 1.94600, n = 6.405×10⁵ bohr⁻³, below the zero of Φ, and at β = 2 it is −0.0158 while Φ is still +0.1401. Equation (23) was tested against numerical differentiation of β⁴Φ, and both (18) and (23) against the LDA_X_REL functional of libxc, which checks conventions and not the derivation.

### Entry 11. Iodine

Atomic units from here on: e² = 1, β(r) = k(r)/c, k = (3π²n)^(1/3). The model is a radial Dirac-Kohn-Sham atom with Z = 53, a point nucleus, exchange only, and the open shell 5p₁/₂² 5p₃/₂³ spread spherically without spin polarisation. The large and small radial components P and Q obey

V P + c(−dQ/dr + κQ/r) = ϵP,  c(dP/dr + κP/r) + (V − 2c²)Q = ϵQ,

with V the nuclear, Hartree and exchange potential and ϵ the level measured from the rest energy. The reference density, used for every number up to the self-consistency test below, is self-consistent with the nonrelativistic exchange potential −k/π, that is with Φ = 1. P is expanded in 38 even-tempered Gaussians per κ, with exponents from 0.02 to 2.75×10⁹ bohr⁻², and Q in their images under d/dr + κ/r (kinetic balance). The density is n = Σ(P² + Q²)/(4πr²) and integrates to 53.000000 electrons.

The solver was tested on three hydrogenic Dirac levels and on the virial theorem. Under ψ(r) → λ^(3/2)ψ(λr) the term cα·p and the Coulomb energies scale as λ, the nonrelativistic exchange ∫n^(4/3)d³r scales as λ⁴/λ³ = λ, and the mass term c²(γ⁰ − 1) is unchanged. Stationarity at λ = 1 makes the scaling terms sum to zero, so the total energy equals −2c²Σ∫Q²dr. Both sides are −7108.157 hartree in this basis; the basis limit lies 0.001 hartree lower, at −7108.158, while the exchange pieces below are converged to the digits shown.

On this density the pieces of ∫ε_NR Φ d³r are

E_x with Φ = 1: −170.5787 hartree
longitudinal, ∫ε_NR(Φ_L − 1): +1.6774 hartree = 45.6 eV
transverse, ∫ε_NR Φ_T: +8.5544 hartree = 232.8 eV
sum: 1.6774 + 8.5544 = 10.2318 hartree = 278.4 eV
E_x with Φ of (18): −170.5787 + 10.2318 = −160.3469 hartree

The ratio 160.3469/170.5787 = 0.9400 is a reduction of 6.0% relative to the uncorrected exchange energy, and 10.23/7108 is 0.14% of the magnitude of the total energy.

The correction is a core effect. At r = 1/Z = 0.0189 bohr, β = 0.564 and Φ = 0.821; the sphere of this radius holds 0.82 electrons and 56% of the correction. At 0.1 bohr, β = 0.198, and the sphere holds 7.0 electrons and 93%. At 1 bohr, β = 0.025 and Φ = 0.9996. The weighting follows from the local density of the correction, ε_NR(Φ − 1), which is proportional to k⁴·k², that is to n², at small β.

The ratio of transverse to longitudinal is 8.5544/1.6774 = 5.10. The series give (5/9 − 59β²/180)/(1/9 − 13β²/180) = 5(1 + 0.06β² + …), and the gas values are 0.121344/0.023944 = 5.07 at β = 0.5 and 0.357356/0.068522 = 5.22 at β = 1. The atomic ratio is the mean of the gas ratio Φ_T/(Φ_L − 1) over the atom, weighted by the local longitudinal correction ε_NR(Φ_L − 1). It falls between these two values; 56% of the total correction arises where β exceeds 0.564 and 0.2% where it exceeds 1.22. Over this range of β the ratio stays near 5 (in the gas it rises to 5.8 at β = 4 and to 6.33 as β → ∞), but the size of the correction is poorly given by the leading order: −(2/3)β² alone yields 12.715 hartree, too large by 2.483/10.232 = 24% of the full correction. At β = 0.5642 it gives (2/3)(0.3183) = 0.212 where 1 − Φ is 0.179, a difference with the sign of the +2β⁴/5 term.

With a point nucleus β is unbounded. Near r = 0, P = Ar^γ and Q = A'r^γ, and the r^(γ−1) terms require −ZA + c(κ − γ)A' = 0 and c(κ + γ)A − ZA' = 0, so γ² = κ² − (Z/c)². For |κ| = 1, γ < 1 and n grows as r^(2γ−2). With Z/c = 0.387 the growth is slow: at r = 0.001 bohr β is 1.22, and this sphere holds 0.2% of the correction.

Self-consistency tests (23) together with (18). Let E(λ) be the stationary energy with λΔ[n] added, where Δ = ∫ε_NR(Φ − 1)d³r. Stationarity gives dE/dλ = Δ[n_λ], so the change from λ = 0 to 1 is the mean of the end values up to third order in the perturbation:

(10.2318 + 10.1658)/2 = 10.1988 hartree.

The self-consistent change is 10.1988 hartree. Relaxation lowers the first-order value by 0.033 hartree, 0.3% of it. The 1s level moves from −1209.83 to −1204.02 hartree, up by 5.81 hartree or 158 eV; this is a Kohn-Sham eigenvalue of the model and not a measured binding energy.

### Entry 12. Where the result stops

For the gas, (18), (21) and (22) are the complete order-e² bilinear energy under the stated conditions. Correlation, of higher order in e², is absent. The projector Λ appeared because both spin states of each momentum are filled, the direct transverse term vanished because there is no current, and the sharp spheres need zero temperature; a polarised or hot gas needs a new calculation. For a gas in uniform motion the integral in (14) keeps its value, with β the Fermi momentum in the rest frame, since d³p/E and Q² are unchanged by a boost; the direct transverse term must be examined again when a net current flows.

For the atom the numbers are those of the local approximation, with correlation, spin polarisation, nuclear size and radiative terms left out. Two features of the gas do not carry over. The local approximation needs the density to vary slowly on the scale 1/k, but at r = 1/Z, k = 0.5642 × 137.036 = 77.3 bohr⁻¹ and k/Z = 1.46, so 1/k is comparable to 1/Z, the scale of the 1s orbital, in the region that supplies half of the correction. And the retardation frequency ω = E − E' was that of free plane waves, while in an atom the frequencies are differences of bound levels. The continuity equation itself survives for orbitals of a common local potential, because the potential commutes with exp(iq·r); ω is then the difference of the two levels. The 8.55 hartree of transverse exchange is thus the prediction of the gas formula for iodine, and it is too large. The Breit exchange energy evaluated directly with the orbitals of the reference density, using the continuity equation with ω the difference of the two levels, is about 5.4 hartree. The gas value exceeds this by more than half, far more than the 1.6 to 5% that separates Φ_T from the Breit factor for β between 0.5 and 1.

Calculated quantities

```
c = 137.035999 a.u.;  1 hartree = 27.211386 eV
density at beta=1: 8.69127e+04 bohr^-3, r_s = 0.014005 bohr
beta, Phi_L, Phi_T, Phi, Phi_Breit(quadrature), potential factor (all dimensionless)
0.05   0.999723  -0.001387   0.998336  -0.001387   0.997505
0.10   0.998896  -0.005523   0.993373  -0.005519   0.990079
0.50   0.976056  -0.121344   0.854713  -0.119459   0.791227
1.00   0.931478  -0.357356   0.574122  -0.340426   0.434838
2.00   0.867821  -0.727679   0.140142  -0.652376  -0.015790
4.00   0.822605  -1.037218  -0.214614  -0.870771  -0.309484
largest |quadrature - closed form| = 3.0e-10
series Phi_L: beta^0,2,4 coefficients: [1, -1/9, 13/180]
series Phi_T: beta^0,2,4 coefficients: [0, -5/9, 59/180]
quadrature beta=0.02, /beta^2: L-1 -0.1111, T -0.5554, Gaunt -0.6665, Breit-Gaunt 0.1111
(T - Breit) at beta 0.1 over beta 0.05 = 15.87
beta=1e6: Phi_L 0.795431, Phi_T -1.295431, Phi -0.500000
Phi = 0 at beta = 2.53324, n = 1.4129e+06 bohr^-3
v_x = 0 at beta = 1.94600, n = 6.4049e+05 bohr^-3
iodine: Z = 53, Z/c = 0.38676, 38 exponents 0.02..2.75e+09 bohr^-2
electrons = 53.000000
E_total (non-relativistic LDA exchange) = -7108.157 hartree
virial value -2c^2 sum<Q|Q> = -7108.157 hartree
r = 0.0010 bohr: beta 1.2163, Phi 0.45852, electrons inside 0.001, share of correction 0.002
r = 0.0189 bohr: beta 0.5642, Phi 0.82113, electrons inside 0.824, share of correction 0.557
r = 0.1000 bohr: beta 0.1980, Phi 0.97447, electrons inside 6.969, share of correction 0.928
r = 1.0000 bohr: beta 0.0251, Phi 0.99958, electrons inside 41.116, share of correction 1.000
E_x non-relativistic form = -170.5787 hartree
longitudinal correction = 1.6774 hartree = 45.6 eV
transverse part = 8.5544 hartree = 232.8 eV
total correction = 10.2318 hartree = 278.4 eV
E_x MacDonald-Vosko = -160.3469 hartree, ratio to NR form = 0.94002
transverse/longitudinal = 5.100
order beta^2 only, -(2/3)beta^2 = 12.7150 hartree
correction on the relaxed density = 10.1658 hartree
self-consistent change of E_total = 10.1988 hartree
1s level: -1209.832 -> -1204.020 hartree
1s shift = 5.8121 hartree = 158.2 eV
```
